\section*{Variance of a Contact's Average Width with One Rough Edge}

\section{What scaling fixes}

A contact strip has length $L$ along $x$ and a width measured across it. One long edge is straight. The other is displaced from its intended line by a random amount $d(x)$, counted positive when the contact becomes wider. The roughness has two parameters: the rms displacement $s$ and the correlation length $\xi$, the distance over which the edge forgets its displacement. How much does the average width vary from one contact to the next?

The average width is linear in $d$. Multiplying every displacement by a constant therefore multiplies the variance by the square of that constant, so the variance is proportional to $s^2$. The intended width $w_0$ shifts all contacts equally and cannot enter. The remaining lengths, $L$ and $\xi$, can enter a dimensionless factor through their ratio alone. Hence
\begin{equation}
\operatorname{Var}W=s^2F(r),\qquad r=\frac{L}{\xi}.
\label{scaling}
\end{equation}
An edge much shorter than $\xi$ moves as a rigid piece, which requires $F\to1$ as $r\to0$. The full function needs the form of the correlation.

\section{Assumptions and theorem}

Angle brackets denote an average over many nominally identical contacts. The local and average widths are
\begin{equation}
w(x)=w_0+d(x),\qquad W=\frac1L\int_0^L w(x)\,dx .
\label{width}
\end{equation}
The assumptions are:
\begin{enumerate}
\item $L$ and $w_0$ are the same for all contacts, and $\langle d(x)\rangle=0$.
\item The covariance depends on separation alone and is exponential:
\begin{equation}
\langle d(x)d(x')\rangle=C(x-x')=s^2e^{-|x-x'|/\xi}.
\label{cov}
\end{equation}
\end{enumerate}
No Gaussian distribution is assumed; a variance requires second moments alone.

\paragraph{Theorem.} Under these assumptions,
\begin{equation}
\operatorname{Var}W=s^2F(r),\qquad
F(r)=\frac{2\left(r-1+e^{-r}\right)}{r^2}.
\label{main}
\end{equation}
The factor $F$ decreases with $r$, and
\begin{equation}
\operatorname{Var}W\to s^2\quad(L\ll\xi),\qquad
\operatorname{Var}W\to\frac{2s^2\xi}{L}\quad(L\gg\xi).
\label{limits}
\end{equation}
The inverse-length law belongs to the variance. The standard deviation $\sigma_W=s\sqrt F$ falls as $L^{-1/2}$.

\section{Lemma: collecting pairs by separation}

\paragraph{Lemma.} For any integrable covariance $C(u)$ that is even in $u$,
\begin{equation}
\operatorname{Var}W=\frac{2}{L^2}\int_0^L(L-u)\,C(u)\,du .
\label{lemma}
\end{equation}

\paragraph{Proof.} Since $\langle d\rangle=0$, the mean of $W$ is $w_0$, and
\begin{equation}
W-w_0=\frac1L\int_0^L d(x)\,dx .
\end{equation}
The square of an integral is a double integral with two separate variables. Averaging it gives
\begin{equation}
\operatorname{Var}W=\frac1{L^2}\int_0^L\!\int_0^L C(x-x')\,dx'\,dx .
\label{double}
\end{equation}
The square of integration has two halves, $x'<x$ and $x'>x$. They contribute equally because $C$ is even. In the first half put $u=x-x'$ at fixed $x$. Then $u$ runs from $0$ to $x$, and
\begin{equation}
\operatorname{Var}W=\frac2{L^2}\int_0^L\!\int_0^x C(u)\,du\,dx .
\end{equation}
Now do the $x$ integral first. For a given $u$, the condition $u<x<L$ leaves a range of length $L-u$, which gives Eq.~\eqref{lemma}. The weight $L-u$ counts the positions at which a pair with separation $u$ fits inside the contact. $\square$

\section{Proof of the theorem}

Insert Eq.~\eqref{cov} into the lemma and set $u=\xi t$. The factors $L-u=\xi(r-t)$ and $du=\xi\,dt$ supply $\xi^2$, and $\xi^2/L^2=1/r^2$:
\begin{equation}
\operatorname{Var}W=\frac{2s^2}{r^2}\int_0^r(r-t)e^{-t}\,dt .
\label{scaled}
\end{equation}
Integrate by parts, differentiating $r-t$ and integrating $e^{-t}$:
\begin{align}
\int_0^r(r-t)e^{-t}\,dt
&=\left[-(r-t)e^{-t}\right]_0^r-\int_0^r e^{-t}\,dt\\
&=r-\left(1-e^{-r}\right)=r-1+e^{-r}.
\end{align}
The boundary term vanishes at $t=r$ and gives $+r$ at $t=0$. This proves Eq.~\eqref{main}.

For the monotonic decrease and the limits, put $t=rv$ in Eq.~\eqref{scaled}:
\begin{equation}
F(r)=2\int_0^1(1-v)e^{-rv}\,dv .
\label{unit}
\end{equation}
For every $v>0$ the exponential falls as $r$ grows, so $F$ decreases.

\paragraph{Short contacts.} For $r\ge0$, $1-rv\le e^{-rv}\le1$. Using $2\int_0^1(1-v)\,dv=1$ and $2\int_0^1(1-v)v\,dv=2(\tfrac12-\tfrac13)=\tfrac13$,
\begin{equation}
1-\frac r3\le F(r)\le1 .
\end{equation}
Both sides tend to one, so the full edge variance is recovered. The next term follows from $e^{-r}=1-r+r^2/2-r^3/6+r^4/24-\cdots$. The constant and linear terms cancel in $r-1+e^{-r}$, leaving
\begin{equation}
F=\frac2{r^2}\left(\frac{r^2}{2}-\frac{r^3}{6}+\frac{r^4}{24}-\cdots\right)
=1-\frac r3+\frac{r^2}{12}-\cdots .
\end{equation}

\paragraph{Long contacts.} Dividing each term of Eq.~\eqref{main} by $r^2$ gives
\begin{equation}
F=\frac2r-\frac2{r^2}+\frac{2e^{-r}}{r^2}.
\label{long}
\end{equation}
The first term dominates for $r\gg1$ and yields $\operatorname{Var}W\to2s^2\xi/L$. $\square$

\paragraph{Remark: where the factors come from.} An interior point of a long edge is correlated with neighbours on both sides, over a total weighted distance $\int_{-\infty}^{\infty}e^{-|u|/\xi}du=2\xi$. The variance is therefore that of an average over $L/(2\xi)$ independent segments. Near an end some neighbours are missing. A point at distance $x$ from the end loses $\int_x^\infty e^{-y/\xi}dy=\xi e^{-x/\xi}$; integrated over $0<x<L$ this is $\xi^2(1-e^{-r})$ per end, or twice that for both. Compared with the total $2\xi L$, the relative loss is $(1-e^{-r})/r$, which accounts for the second and third terms of Eq.~\eqref{long}. For $L\gg\xi$ it reduces to $\xi/L=1/r$.

\section{Roughness seen inside one contact}

\paragraph{Proposition.} The expected mean-square deviation of the local width from the same contact's average is $s^2(1-F)$.

\paragraph{Proof.} Let $D=W-w_0$ be the average displacement. Then $w-W=d-D$, and since $D$ does not depend on $x$,
\begin{align}
\frac1L\int_0^L(d-D)^2dx
&=\frac1L\int_0^Ld^2dx-2D\,\frac1L\int_0^Ld\,dx+D^2\\
&=\frac1L\int_0^Ld^2dx-D^2 .
\end{align}
The ensemble average of the first term is $s^2$ and that of $D^2$ is $s^2F$. $\square$

The edge variance is thus divided between roughness within a contact and differences between contacts. In an image much shorter than $\xi$ the edge departs from its own average by only about $s\sqrt{L/3\xi}$, small compared with $s$, although its position still varies by almost $s$ from sample to sample. Roughness measured about the average of such an image underestimates $s$.

\section{Consequence for resistance}

Suppose the current crosses the interface uniformly, with contact resistivity $\rho_c$ (resistance times area). Write $\epsilon=(W-w_0)/w_0$ and $R_0=\rho_c/(Lw_0)$. Then
\begin{equation}
R=\frac{\rho_c}{LW}=\frac{R_0}{1+\epsilon}
=R_0\left(1-\epsilon+\epsilon^2-\cdots\right).
\label{R}
\end{equation}
To first order the relative spread of $R$ is $\sigma_W/w_0$. Since $\langle\epsilon\rangle=0$, the mean resistance rises by the fraction $(\sigma_W/w_0)^2$ at second order. The expansion requires $|\epsilon|\ll1$ and fails for contacts so narrow that the edge can nearly close them.

\section{Worked example: a silicide contact}

Consider a metal silicide on heavily doped n-type silicon, with $L=60$ nm, $w_0=20$ nm, $s=1.0$ nm, $\xi=20$ nm and $\rho_c=2\times10^{-9}\ \Omega\,\mathrm{cm^2}$. Then $r=60/20=3$ and $e^{-3}=0.04979$, so
\begin{align}
F&=\frac{2(3-1+0.04979)}{9}=0.4555,\\
\sigma_W&=(1.0\ \mathrm{nm})\sqrt{0.4555}=0.675\ \mathrm{nm}.
\end{align}
The rms roughness about each contact's own average is $0.738$ nm. The squares of these two lengths add to $1\ \mathrm{nm^2}$, as the proposition requires.

This contact lies between the limits. The long-contact law gives a variance of $0.667\ \mathrm{nm^2}$, which is 46\% above the true $0.4555\ \mathrm{nm^2}$. Taking the full edge variance overestimates it by 120\%. With $s$ and $\xi$ held fixed, the dependence on length is:

\begin{center}
\begin{tabular}{rrrr}
$L$ (nm) & $F$ & $\sigma_W$ (nm) & $s\sqrt{2\xi/L}$ (nm)\\
2 & 0.967 & 0.984 & 4.472\\
20 & 0.736 & 0.858 & 1.414\\
60 & 0.456 & 0.675 & 0.816\\
200 & 0.180 & 0.424 & 0.447\\
2000 & 0.020 & 0.141 & 0.141
\end{tabular}
\end{center}

The first row illustrates the limit rather than a practical contact. At $L=10\xi$ the long law is still 5\% high in $\sigma_W$, in accord with the end correction: $1/\sqrt{1-1/10}=1.05$.

The formula was tested on $10^5$ simulated edges with the example's $L$, $s$ and $\xi$, sampled at 61 points. Gaussian edges gave a variance of $0.458\ \mathrm{nm^2}$. Edges that jump between $+s$ and $-s$, with the same covariance, gave $0.454\ \mathrm{nm^2}$. Both agree with $0.4555\ \mathrm{nm^2}$ to about half a percent, although the two distributions are very different.

For the resistance, $\rho_c=2\times10^5\ \Omega\,\mathrm{nm^2}$, so
\begin{equation}
R_0=\frac{2\times10^5}{60\times20}\ \Omega=166.7\ \Omega,\qquad
\frac{\sigma_W}{w_0}=\frac{0.675}{20}=3.37\%.
\end{equation}
The spread is $5.6\ \Omega$. The simulated Gaussian edges gave 3.40\%; keeping the higher orders in $\epsilon$ raises the predicted value to 3.39\%. The predicted rise of the mean is 0.114\%, and the simulation gave 0.115\%.

\section{When the assumptions change}

\paragraph{Two rough long edges.} Let both edges have the covariance $C$, and let $c$ be the correlation coefficient of their displacements in the same spatial direction, with cross-covariance $cC$. The width changes by the difference of the displacements, so its covariance is $C+C-2cC$ and
\begin{equation}
\operatorname{Var}W=2(1-c)s^2F(r).
\end{equation}
Independent edges ($c=0$) give $\sigma_W=0.954$ nm, or 4.8\% of $w_0$. If both edges shift together ($c=1$), the strip wanders without changing its width. If they move in opposition ($c=-1$), the spread is twice that of one edge, 6.7\% of $w_0$.

\paragraph{Rough short ends.} The ends have length $w_0$, so the average displacement of each has variance $s^2F(w_0/\xi)$. Two independent ends change the area by the relative amount
\begin{equation}
\frac{s}{L}\sqrt{2F(1)}=\frac{\sqrt{2\times0.736}}{60}=2.0\%.
\end{equation}
This estimate ignores correlations at the corners. Four independent rough edges give $\sqrt{4.8^2+2.0^2}\approx5.2\%$ in area. If the exponential correlation instead continues around the corners along the whole outline, the area spread is 6.7\%.

\paragraph{A smoother edge.} The exponential covariance has a kink at $u=0$ and so gives the edge structure at arbitrarily small scales. A smoother choice is $C=s^2e^{-u^2/\xi^2}$. The lemma then gives
\begin{equation}
F_{\rm G}=2\int_0^1(1-v)e^{-r^2v^2}dv .
\end{equation}
For small $r$, $F_{\rm G}\simeq1-2r^2(\tfrac13-\tfrac14)=1-r^2/6$: the loss starts quadratically, not linearly. For large $r$, $F_{\rm G}\simeq2\int_0^\infty e^{-r^2v^2}dv=\sqrt\pi/r$. Both limiting powers of $L$ survive, but the long-contact coefficient is $\sqrt\pi$ instead of 2. In the example $\sigma_W$ becomes $0.693$ nm, a change of 3\%. The change is this small because the two curves cross between $r=3$ and $r=5$; it is $+8\%$ near $r=1$ and tends to $-6\%$ for long contacts. The inverse-length law itself needs a covariance with a finite integral over all separations: for $C=s^2(1+u^2/\xi^2)^{-1/4}$ the variance falls only about as $L^{-1/2}$.

\paragraph{Current crowding.} Let current enter from the silicon at the straight edge, $y=0$, and let the silicon under the contact have sheet resistance $R_s=130\ \Omega$ per square. If $V(y)$ is the voltage across the interface and $j(y)$ the current in the silicon per unit length of edge, Ohm's law and current conservation give
\begin{equation}
\frac{dV}{dy}=-R_sj,\qquad \frac{dj}{dy}=-\frac{V}{\rho_c}.
\end{equation}
Hence $V''=V/L_T^2$ with $L_T=\sqrt{\rho_c/R_s}=39.2$ nm. No current leaves the far edge, so $V'(w)=0$ and $V=V(0)\cosh[(w-y)/L_T]/\cosh(w/L_T)$. Then $j(0)=-V'(0)/R_s=V(0)\tanh(w/L_T)/\sqrt{\rho_cR_s}$, and a uniform contact has
\begin{equation}
R=\frac{\sqrt{\rho_cR_s}}{L}\coth\frac{w}{L_T}.
\end{equation}
With $a=w_0/L_T$, the logarithmic derivative at $w=w_0$ is
\begin{equation}
\frac{d\ln R}{d\ln w}=-\frac{a}{\sinh a\cosh a}=-\frac{2a}{\sinh2a}=-0.846 .
\end{equation}
For a rough edge, treat the contact as parallel strips. Their conductances are linear in $d(x)$ to first order, so the average width still controls the result. The resistance is $180.9\ \Omega$ and its spread $0.846\times3.37\%=2.85\%$, or $5.2\ \Omega$. Crowding weakens the relative effect because the far edge carries less current than the near one. This one-dimensional model assumes a silicon layer thin compared with $w_0$ and $L_T$. At the doping used below, $130\ \Omega$ per square corresponds to a layer about 40 to 50 nm thick, so vertical current flow matters. For a 44 nm layer a two-dimensional solution gives 222 to 233 $\Omega$, depending on whether the silicon continues past the far edge, and a spread of 2.7 to 2.8\%, or 6.0 to 6.5 $\Omega$. The relative spread changes little; the values in ohms do not carry over.

If instead the rough edge faces the current, a shift of $\sigma_W$ also changes the resistance of the silicon lead, by $R_s\sigma_W/L=130\times0.675/60=1.46\ \Omega$. A wider contact has a shorter lead, so both changes lower the resistance and they add.

\section{Random dopants, and the real contact}

Geometry is not the sole source of spread. Electrons tunnel through a depletion layer that contains a finite number of dopants. Take a doping $N=2\times10^{20}\ \mathrm{cm^{-3}}$, a barrier of $0.50$ eV above the Fermi level, and relative permittivity 11.7. Filling the six conduction valleys of silicon puts the Fermi level $E_F=0.117$ eV above the band edge. This is well above $kT=0.026$ eV at 300 K, so a zero-temperature estimate is reasonable. The band bending is $U_b=0.617$ eV. In the depletion approximation, uniform doping gives a parabolic band edge $U=U_b(1-x/D)^2$, where $x$ is now the depth and $D$ now denotes the depletion width,
\begin{equation}
D=\sqrt{\frac{2\varepsilon U_b}{q^2N}}=2.00\ \mathrm{nm}.
\end{equation}
The tunnelling exponent at the Fermi level, taken where $U>E_F$, is
\begin{equation}
B=\frac2\hbar\int\sqrt{2m(U-E_F)}\,dx .
\end{equation}
Setting $x=Dz$ leaves $D$ as a prefactor, so $B\propto N^{-1/2}$ at fixed $U_b$ and $E_F$. If $\rho_c\propto e^B$, then $d\ln\rho_c/d\ln N=dB/d\ln N=-B/2$. The light silicon mass, $0.19$ electron masses, gives $B=2.17$ and a sensitivity of magnitude $1.09$.

The layer holds $0.2\ \mathrm{nm^{-3}}\times2.00\times60\times20\ \mathrm{nm^3}=480$ dopants. For independent placement their number fluctuates by $1/\sqrt{480}=4.6\%$, so the resistance spread is about $1.09\times4.6\%=5.0\%$. The image force lowers the exponent to $1.47$, but the sensitivity falls only to $1.04$, and the spread stays close to 5\%. The reason is that the image energy varies as $1/x=1/(Dz)$: a thinner layer also has a lower barrier, so $B$ falls faster than $D$. The heavy mass, $0.92$ electron masses, gives $B=4.78$ without image force. Its exponential transmission is smaller by $e^{-(4.78-2.17)}\approx0.07$, which is why the light mass was used. This choice applies to a (100) interface, where four of the six valleys tunnel with the light mass; on (111) all six have mass $0.26$ and $B=2.53$. These are order-of-magnitude estimates: an exponent near one or two strains the approximation, and prefactors, transverse energy and dopant positions are left out. Summing over energies and valleys at 300 K raises the sensitivity to 1.2--1.4 and the spread to about 6\%. Weighting the dopants by depth alone raises 5.0\% to 5.6\%. Including the electrons in the space charge raises $B$ from $2.17$ to $2.35$. At the interface the electron lies $0.5$ eV below the band edge, in a field of 6 MV/cm, where the band-edge mass is doubtful: replacing $U-E_F=\phi$ by $\phi(1-\alpha\phi)$ with $\alpha=0.5$ to $0.9\ \mathrm{eV^{-1}}$ lowers $B$ from $2.17$ to 2.0--1.9 and the sensitivity from $1.09$ to 1.0--0.94. The mean dopant spacing, $N^{-1/3}=1.7$ nm, is close to $D$, so a smooth space charge is itself a marginal picture.

The chosen lengths and contact resistivity are rough typical values for a small, low-resistance silicide contact; the doping is high, as such contacts require. The resistivity is an input and was not calculated from the barrier. Real contacts generally break the assumption of one straight edge: a second, independent edge raises $\sigma_W$ from $0.67$ to $0.95$ nm. The estimated spread from random dopants (about 5 to 6\%) is of the same order as that from one rough edge (3.4\%), two (4.8\%) or all four (5.2\% if independent, more if correlated); the estimate is too rough to say which is larger. This comparison belongs to $L=60$ nm: in shorter contacts the dopant spread grows as $L^{-1/2}$, while the spread from one long edge cannot exceed $s/w_0$. Equation~\eqref{main} therefore gives the edge contribution to the relative spread, not the total. Lengthening the contact at fixed width, $s$ and $\xi$ reduces that contribution appreciably only once $L$ is no longer small compared with $\xi$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
contact length L = 60 nm, mean width w0 = 20 nm
rms edge displacement s = 1.0 nm, correlation length xi = 20 nm
contact resistivity = 2.0e-09 ohm cm2
L/xi = 3.00, exp(-L/xi) = 0.04979
variance factor F = 0.4555
variance of average width = 0.4555 nm2
standard deviation of average width = 0.6749 nm
rms roughness about own average = 0.7379 nm
effective number of independent segments 1/F = 2.195
long-contact law for the variance = 0.6667 nm2
long-contact law, variance error = 46.4 %
short-contact law, variance error = 119.5 %
largest relative gap, formula vs double integral = 9.3e-15
simulated variance, Gaussian edges = 0.4578 nm2
simulated variance, telegraph edges = 0.4541 nm2
table: L (nm), F, sigma_W (nm), long-law sigma_W (nm)
       2  0.9675  0.9836  4.4721
      20  0.7358  0.8578  1.4142
      60  0.4555  0.6749  0.8165
     200  0.1800  0.4243  0.4472
    2000  0.0198  0.1407  0.1414
resistance, uniform current = 166.7 ohm
relative width spread = 3.37 %
resistance spread, first order = 5.62 ohm
simulated relative resistance spread = 3.40 %
mean resistance rise, second order = 0.114 %
simulated mean resistance rise = 0.115 %
neglected effects:
two independent long edges: sigma_W = 0.9545 nm
two rough short ends: relative area spread = 2.02 %
Gaussian-shaped covariance: sigma_W = 0.6926 nm
sheet resistance = 130 ohm/sq, transfer length = 39.2 nm
resistance with crowding = 180.9 ohm
crowding factor on width sensitivity = 0.846
relative resistance spread with crowding = 2.85 %
lead resistance change if rough edge faces current = 1.46 ohm
doping = 2.0e+20 cm-3, barrier = 0.50 eV, T = 300 K
relative permittivity = 11.7, masses = 0.19, 0.92 m0
Fermi level above band edge = 0.117 eV, kT = 0.0259 eV
tunnelling energy E00 (light mass) = 0.176 eV
depletion depth = 2.00 nm, dopants in it = 480
relative dopant-number spread = 4.57 %
tunnelling exponent, light mass, no image force = 2.174
tunnelling exponent, light mass, image force = 1.470
tunnelling exponent, heavy mass, no image force = 4.783
doping sensitivity without / with image force = 1.087 / 1.040
dopant resistance spread, no image force = 4.96 %
dopant resistance spread, image force = 4.75 %
\end{verbatim}
